# Truncated Coulomb Kernel for the Self-Energy of an Isolated Gaussian Charge

## 1. What a periodic box does to a charge

Place a Gaussian cloud carrying one electron charge, of width 1.3 Å, in an empty cube of side 20 Å, and compute its Hartree self-energy with plane waves. The usual kernel $4\pi/G^2$ diverges at $G=0$, so that term is dropped. The result lies 1.00 eV below the isolated value of 3.12 eV, although the box is fifteen widths across. At 24 Å the error is still 0.84 eV. The cloud interacts with all its periodic copies, and with the uniform background that dropping $G=0$ implies, and these interactions fade slowly with box size.

The cure is to cut the interaction at a distance $R_c$, so that the cloud sees itself but not its copies. The cut kernel is finite at $G=0$, and that finite value must be kept.

Atomic units are used in the algebra, so the interaction of two unit charges is $1/r$. In numerical work it is $14.39965\ \text{eV Å}/r$. The box is a cube of side $L$ and volume $\Omega=L^3$, with lattice vectors $\mathbf R$ and reciprocal vectors $\mathbf G=2\pi\mathbf n/L$, where $\mathbf n$ has integer components. The density is

$$\rho(\mathbf r)=\frac{q}{(2\pi\sigma^2)^{3/2}}e^{-r^2/2\sigma^2},\qquad \rho(\mathbf G)=\int\rho(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r=q\,e^{-\sigma^2G^2/2}.$$

The transform follows by completing the square in each Cartesian direction.

## 2. The isolated value

The self-energy is $\tfrac12\iint\rho(\mathbf r)\rho(\mathbf r')/|\mathbf r-\mathbf r'|$. It depends on the density only through the distribution of the separation $\mathbf s=\mathbf r-\mathbf r'$. The difference of two independent Gaussian variables is Gaussian and their variances add, so $\mathbf s$ has variance $2\sigma^2$ per direction:

$$g(s)=\frac{e^{-s^2/4\sigma^2}}{(4\pi\sigma^2)^{3/2}}.$$

Since $\int_0^\infty s\,e^{-s^2/4\sigma^2}ds=2\sigma^2$,

$$E_{\rm iso}=\frac{q^2}{2}\int\frac{g(s)}{s}d^3s=\frac{q^2}{2}\,\frac{4\pi\cdot2\sigma^2}{8\pi^{3/2}\sigma^3}=\frac{q^2}{2\sqrt\pi\,\sigma}.$$

For $\sigma=1.3$ Å this is $14.39965/(2\times1.77245\times1.3)=3.1247$ eV, or 0.1148 hartree. Integrating the energy of the electric field gives the same value.

## 3. The kernel and its limit at zero wavevector

Let $v_c(r)=1/r$ for $r<R_c$ and zero beyond. The angular average of $e^{-i\mathbf G\cdot\mathbf r}$ is $\sin(Gr)/(Gr)$, so

$$v(G)=\int_0^{R_c}4\pi r^2\,\frac1r\,\frac{\sin Gr}{Gr}\,dr=\frac{4\pi}{G}\int_0^{R_c}\sin(Gr)\,dr=\frac{4\pi}{G^2}\left[1-\cos(GR_c)\right].$$

For small $G$, $1-\cos(GR_c)\approx G^2R_c^2/2$, and therefore

$$v(0)=2\pi R_c^2.$$

This is also the plain integral of $1/r$ over the ball of radius $R_c$. It is finite because the range is finite.

The form with the cosine loses digits at small $G$, where two nearly equal numbers are subtracted. With $1-\cos 2x=2\sin^2x$ and $x=GR_c/2$, so that $G^2=4x^2/R_c^2$, it becomes

$$v(G)=2\pi R_c^2\left(\frac{\sin x}{x}\right)^2 .$$

This form has no cancellation, and it covers $G=0$ once $\sin x/x$ is set to 1 there. For $R_c=10$ Å, $v(0)=628.32$ Å$^2$. At $G=0.3$ Å$^{-1}$, $x=1.5$ and $v=277.86$ Å$^2$. Direct quadrature of the radial integral gives both values.

## 4. The box energy as a sum over images

The periodic density $\rho_{\rm per}(\mathbf r)=\sum_{\mathbf R}\rho(\mathbf r-\mathbf R)$ has a Fourier series. Its coefficient is an integral over one cell of a sum over all copies, which equals an integral of one copy over all space:

$$\rho_{\rm per}(\mathbf r)=\frac1\Omega\sum_{\mathbf G}\rho(\mathbf G)e^{i\mathbf G\cdot\mathbf r}.\tag{1}$$

Now let one copy interact with the whole periodic density through $v_c$. Convolution with $v_c$ multiplies each plane wave by $v(G)$, and $\int\rho(\mathbf r)e^{i\mathbf G\cdot\mathbf r}d^3r=\rho(\mathbf G)^*$. Hence

$$E=\frac12\iint\rho(\mathbf r)v_c(|\mathbf r-\mathbf r'|)\rho_{\rm per}(\mathbf r')\,d^3r\,d^3r'=\frac1{2\Omega}\sum_{\mathbf G}v(G)|\rho(\mathbf G)|^2.\tag{2}$$

The right side is what a plane-wave code evaluates. Inserting the sum over copies on the left gives the same energy in real space:

$$E=\frac{q^2}{2}\sum_{\mathbf R}W_{\mathbf R},\qquad W_{\mathbf R}=\int g(s)\,v_c(|\mathbf s-\mathbf R|)\,d^3s.\tag{3}$$

Consider first a density of finite diameter $D$, for which no separation exceeds $D$. The home term $\mathbf R=0$ is complete if $R_c\ge D$. An image term vanishes if $|\mathbf s-\mathbf R|\ge L-D\ge R_c$. The isolated energy is then recovered without error at finite $L$ when

$$D\le R_c\le L-D.$$

This requires $L\ge2D$, and $R_c=L/2$ then always lies in the window. A Gaussian has tails and no finite diameter, so an error remains.

**Home term.** The integral of Section 2 now stops at $R_c$:

$$W_0=\frac{4\pi}{(4\pi\sigma^2)^{3/2}}\int_0^{R_c}s\,e^{-s^2/4\sigma^2}ds=\frac{1-e^{-R_c^2/4\sigma^2}}{\sqrt\pi\,\sigma}.$$

**Image terms.** Put $\mathbf s=\mathbf R+\mathbf u$ with $u<R_c$, and $w=2\sigma$, so that $g=(\pi w^2)^{-3/2}e^{-s^2/w^2}$ and $s^2=R^2+u^2+2Ru\cos\theta$. The angular integral is

$$2\pi\int_{-1}^{1}e^{-2Ruc/w^2}dc=\frac{2\pi w^2}{Ru}\sinh\frac{2Ru}{w^2}.$$

The factor $u^2$ of the volume element cancels against the $1/u$ of the interaction and the $1/u$ found here. Writing the hyperbolic sine as two exponentials completes both squares:

$$W_{\mathbf R}=\frac{1}{\sqrt\pi\,wR}\int_0^{R_c}\left[e^{-(u-R)^2/w^2}-e^{-(u+R)^2/w^2}\right]du.$$

The two integrals are $\frac{\sqrt\pi w}{2}\left[\operatorname{erf}\frac{R_c-R}{w}+\operatorname{erf}\frac Rw\right]$ and $\frac{\sqrt\pi w}{2}\left[\operatorname{erf}\frac{R_c+R}{w}-\operatorname{erf}\frac Rw\right]$. Subtracting them and using $\operatorname{erf}=1-\operatorname{erfc}$,

$$W_{\mathbf R}=\frac1{2R}\left[\operatorname{erfc}\frac{R-R_c}{2\sigma}+\operatorname{erfc}\frac{R+R_c}{2\sigma}-2\operatorname{erfc}\frac{R}{2\sigma}\right].$$

The error of the Gaussian energy, for a fully converged sum over $\mathbf G$, is therefore

$$E-E_{\rm iso}=-E_{\rm iso}\,e^{-R_c^2/4\sigma^2}+\frac{q^2}{2}\sum_{\mathbf R\ne0}W_{\mathbf R}.\tag{4}$$

The first term is self-interaction lost beyond the cut. The second is spurious repulsion from copies inside the cut, and it is positive because $g$ and $v_c$ are.

## 5. Choosing the radius and the box

Set $R_c=L/2$ and let $L\gg\sigma$. The six nearest copies dominate the image sum, and for each of them the first complementary error function dominates, so $W\approx\operatorname{erfc}(L/4\sigma)/(2L)$. With $\operatorname{erfc}(y)\approx e^{-y^2}/(\sqrt\pi y)$ at large $y$, their contribution is

$$\frac{q^2}{2}\cdot\frac{6}{2L}\cdot\frac{4\sigma}{\sqrt\pi L}e^{-L^2/16\sigma^2}=\frac{6\sigma q^2}{\sqrt\pi L^2}e^{-L^2/16\sigma^2}.$$

Divided by $E_{\rm iso}$ this is $(12\sigma^2/L^2)e^{-L^2/16\sigma^2}$, so

$$\frac{E-E_{\rm iso}}{E_{\rm iso}}\approx-\left(1-\frac{12\sigma^2}{L^2}\right)e^{-L^2/16\sigma^2}.\tag{5}$$

At $L=20$ Å the exponent is $400/(16\times1.69)=14.79$ and the bracket is 0.949. Equation (5) then gives an error of $-1.12\times10^{-6}$ eV, as the plane-wave sum does.

Neglecting the bracket gives a rule for the box side that keeps the error below $\delta$:

$$L\approx4\sigma\sqrt{\ln(E_{\rm iso}/\delta)}.$$

For $\delta=0.001$ eV, $L=5.2\sqrt{\ln 3124.7}=14.75$ Å. The error found in that box is $-0.00091$ eV. It is slightly smaller than the target because the images cancel part of the loss. The rule holds for Gaussian tails, $R_c=L/2$ and $L\gg\sigma$.

At fixed $L=20$ Å the two terms of (4) can be seen separately:

| $R_c$ (Å) | error (eV) |
|---|---|
| 5 | $-7.7\times10^{-2}$ |
| 8 | $-2.4\times10^{-4}$ |
| 10 | $-1.1\times10^{-6}$ |
| 12 | $+1.5\times10^{-5}$ |
| 15 | $+7.1\times10^{-3}$ |

At 5 Å the loss is $3.1247\,e^{-25/6.76}=0.077$ eV, which is the whole error at this precision. At 15 Å the six nearest copies account for the error. The sign changes between 10 and 12 Å, so the best radius for this box is a little above $L/2$. The choice $L/2$ is nevertheless accurate to about a millionth of an electronvolt.

## 6. Two ways of losing the zero-wavevector term

**Cut kernel without its $G=0$ term.** Since $\rho(0)=q$, the missing piece of (2) is

$$\frac{q^2v(0)}{2\Omega}=\frac{q^2}{2L^3}\,2\pi\frac{L^2}{4}=\frac{\pi q^2}{4L}.$$

An exponentially small error has become one that decays as $1/L$. At 20 Å it is $\pi\times14.39965/80=0.565$ eV.

**Bare kernel without $G=0$.** The energy is $\tfrac12q^2S(\sigma^2)$, with

$$S(t)=\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-tG^2}}{G^2}.$$

Differentiation removes the $1/G^2$. Equation (1), applied at $\mathbf r=0$ to the unit Gaussian whose transform is $e^{-tG^2}$, gives $\Omega^{-1}\sum_{\mathbf G}e^{-tG^2}=\sum_{\mathbf R}(4\pi t)^{-3/2}e^{-R^2/4t}$. Separating the $\mathbf G=0$ term,

$$\frac{dS}{dt}=\frac{4\pi}{\Omega}-\sum_{\mathbf R}\frac{e^{-R^2/4t}}{2\sqrt\pi\,t^{3/2}}.$$

Each term has a known antiderivative. The $\mathbf R=0$ term is the derivative of $1/\sqrt{\pi t}$, and every other term is the derivative of $-\operatorname{erfc}(R/2\sqrt t)/R$. Hence

$$S(t)=\frac1{\sqrt{\pi t}}+\frac{4\pi t}{L^3}-\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(R/2\sqrt t)}{R}-\frac{\xi}{L}.\tag{6}$$

The last term is the integration constant. It has the dimension of an inverse length and can depend on $L$ alone, so $\xi$ is a pure number. Equation (6) holds for every $t$. Evaluating both lattice sums at $t=L^2/16$, where both converge fast, gives $\xi=2.837297$; this is an Ewald sum.

At $t=\sigma^2$ the first term of (6) reproduces $E_{\rm iso}$, and the complementary error functions are negligible for $L\gg\sigma$:

$$E_{\rm bare}-E_{\rm iso}\approx\frac{q^2}{2}\left(-\frac{\xi}{L}+\frac{4\pi\sigma^2}{L^3}\right).$$

At 20 Å this is $7.1998\times(-0.14186+0.00265)=-1.002$ eV, the error met in Section 1. The errors of the three treatments, in eV and with $R_c=L/2$ for the cut kernel, are:

| $L$ (Å) | cut | cut, no $G=0$ | bare, no $G=0$ |
|---|---|---|---|
| 8 | $-0.213$ | $-1.627$ | $-2.255$ |
| 12 | $-0.0132$ | $-0.956$ | $-1.614$ |
| 16 | $-2.2\times10^{-4}$ | $-0.707$ | $-1.239$ |
| 20 | $-1.1\times10^{-6}$ | $-0.565$ | $-1.002$ |
| 24 | $-1.7\times10^{-9}$ | $-0.471$ | $-0.840$ |

The 8 Å row shows that the cut does not repair a box that is too small: the error there is 7% of the isolated energy.

## 7. The algorithm and its grid error

1. Choose $L$ from the extent of the charge and set $R_c=L/2$.
2. Sample the periodic density, with the tails of neighbouring copies included, on $N^3$ points of spacing $h=L/N$.
3. Apply the discrete Fourier transform and multiply by $h^3$ to obtain $\rho(\mathbf G)$.
4. Multiply by $v(G)$ in its $\sin x/x$ form, with $v(0)=2\pi R_c^2$.
5. Form the energy from (2). If the potential is wanted, transform $v(G)\rho(\mathbf G)$ back with the inverse transform (the one that includes $1/N^3$) and divide by $h^3$.

Sampling cannot distinguish wavevectors that differ by $2\pi/h$ along an axis, so step 3 adds their coefficients together. The damage is small when $\rho(\mathbf G)$ has died out at the edge of the grid, $G=\pi/h$, where $|\rho/q|^2=e^{-\sigma^2\pi^2/h^2}$. For $h=2$ Å this is 0.015, and for $h=1$ Å it is $6\times10^{-8}$. With $L=20$ Å and $R_c=10$ Å held fixed, and the cloud centred on a grid point, the energy errors are $+0.065$ eV and $-1.1\times10^{-6}$ eV. The second is already the truncation error of (5), and halving the spacing again changes it by only $4\times10^{-8}$ eV. At the 2 Å spacing the error also depends on where the cloud sits relative to the grid points, and it can change sign.

The potential needs more care than the energy. It is correct at a point if the ball of radius $R_c$ around that point holds the whole home charge and no part of a copy. For a charge of radius $a$ and a point at distance $b$ from its centre, this is guaranteed by $a+b\le R_c\le L-a-b$. At the centre of the cloud the isolated potential energy of a like unit charge is $\sqrt{2/\pi}\,q^2/\sigma=8.838$ eV, and the box reproduces it. The corner of the cell is 17.3 Å from the centres of the nearest clouds, well beyond the 10 Å cut, so the box gives zero where the isolated value is 0.831 eV. The energy is unharmed because there is almost no charge at the corner to feel the wrong potential.

## 8. A lithium 2s cloud, and defects in a solid

The width of 1.3 Å is close to that of the 2s shell of a free lithium atom. An unrestricted Hartree–Fock calculation in the def2-QZVP basis, which leaves out correlation and relativity, gives a 2s density whose mean square radius matches a Gaussian of $\sigma=1.2865$ Å. Its Hartree self-energy is 3.184 eV, against 3.158 eV for that Gaussian, so the shape matters by 0.027 eV, or 0.8% of the 2s value. This energy tests the Coulomb solver and is not a physical energy of the atom: for a single orbital, exact exchange cancels it.

The tail matters more for the choice of box. With $R_c=L/2$, the errors of the 2s cloud and of its matched Gaussian are $-1.5\times10^{-2}$ and $-1.2\times10^{-2}$ eV at 12 Å, but $-1.6\times10^{-5}$ and $-8\times10^{-7}$ eV at 20 Å. The 2s value at 20 Å depends on the far tail of the orbital and so on the basis: large even-tempered sets of s functions give about $-1.7\times10^{-5}$ eV, while the width, the self-energy and the 12 Å error keep the digits shown. By (3), with $g$ replaced by the pair distribution of the actual density, the error is set by pairs separated by about $R_c$ or more. An atomic orbital falls off roughly exponentially, so it has more such pairs at large distance than a Gaussian of equal mean square radius. The size rule of Section 5 is then too optimistic, and the box must be converged for the density in use.

A charged defect in a semiconductor or an insulating film breaks a stronger assumption, that of vacuum around the charge. The host polarizes. Suppose it is idealized as a uniform medium of dielectric constant 10, a round value of the order found in common semiconductors (silica, a common insulating film, has only about 4). Every interaction is then divided by ten. The self-energy of the model cloud falls from 3.12 to 0.31 eV, and the leading image shift $\xi q^2/2L$ at 20 Å falls from 1.02 to 0.10 eV. A vacuum correction would thus be wrong by about 0.9 eV in this idealization. A macroscopic dielectric constant describes screening over many atomic spacings, as in the image shift; inside a cloud only 1.3 Å wide a real host screens less, so the 0.31 eV belongs to the model alone. Nor can the cut kernel simply be applied to the whole supercell: the host's electrons and nuclei fill it, so the condition $L\ge2D$ cannot be met. The cut kernel suits charged atoms, molecules and clusters surrounded by vacuum. A defect in a bulk crystal needs a correction that contains the dielectric response of the host.

The numerical output below lists most of the computed values, many of them to more digits.

## Numbers as computed

```
Coulomb constant e^2/(4 pi eps0): 14.39965 eV angstrom
Gaussian width sigma: 1.30 angstrom, |charge| 1 e
isolated self-energy, formula: 3.124665 eV = 0.114829 hartree
isolated self-energy, field integral: 3.124665 eV
kernel, Rc 10 angstrom, G 0.0 1/angstrom: 628.3185 angstrom^2
kernel, Rc 10 angstrom, G 0.3 1/angstrom: 277.8554 angstrom^2
cubic lattice constant xi from Ewald sum: 2.837297 (no unit)
energy minus isolated value, eV, with Rc = L/2:
L (angstrom) | truncated | truncated, G=0 dropped | bare, G=0 dropped
  8.0 | -2.130e-01 | -1.62665 | -2.25494
 12.0 | -1.322e-02 | -0.95568 | -1.61385
 16.0 | -2.234e-04 | -0.70706 | -1.23942
 20.0 | -1.118e-06 | -0.56547 | -1.00229
 24.0 | -1.692e-09 | -0.47123 | -0.84011
truncated-kernel energy at L 20 angstrom: 3.124664 eV
box side from size rule for 0.001 eV: 14.75 angstrom
actual error in that box: -9.117e-04 eV
L 20 angstrom, Rc  5.0 angstrom: error -7.739e-02 eV
L 20 angstrom, Rc  8.0 angstrom: error -2.416e-04 eV
L 20 angstrom, Rc 10.0 angstrom: error -1.118e-06 eV
L 20 angstrom, Rc 12.0 angstrom: error 1.461e-05 eV
L 20 angstrom, Rc 15.0 angstrom: error 7.058e-03 eV
L 20 angstrom, grid spacing 2.0 angstrom: error 6.464e-02 eV
L 20 angstrom, grid spacing 1.0 angstrom: error -1.076e-06 eV
L 20 angstrom, grid spacing 0.5 angstrom: error -1.118e-06 eV
repulsion of like unit charge at centre: box 8.83789 eV, isolated 8.83789 eV
same at cell corner: box 0.00000 eV, isolated 0.83136 eV
Li 2s (UHF/def2-QZVP) matched Gaussian width: 1.2865 angstrom
Li 2s Hartree self-energy from integrals: 3.18443 eV
Gaussian of equal mean square radius: 3.15755 eV
shape effect, Li 2s minus Gaussian: 0.02689 eV
box error, eV: L (angstrom) | Li 2s | matched Gaussian
 12.0 | -1.47e-02 | -1.20e-02
 16.0 | -5.92e-04 | -1.85e-04
 20.0 | -1.58e-05 | -8.27e-07
leading image shift, L 20 angstrom, vacuum: 1.0214 eV
same with dielectric constant 10: 0.1021 eV
self-energy with dielectric constant 10: 0.3125 eV
```
